# Helium s-wave quantum defects: exact Kohn–Sham, true series, and grafted LDA, part 1

(Sections cited here and not found follow in the second part.)

## Problem

Hartree atomic units are used. Helium has $Z=2$, the nucleus is infinitely heavy, and relativity is neglected. A series of s levels converging to a threshold is written

$$E_n=-\frac{1}{2\nu_n^2},\qquad \nu_n=n-\mu_n,\qquad \mu_0=\lim_{n\to\infty}\mu_n ,$$

with $E_n$ measured from the threshold. For a one-electron potential the threshold is zero and $n-1$ is the number of radial nodes. For the two-electron states $1sns$ it is the He$^+$ energy $-Z^2/2$.

(a) For a potential equal to $-1/r$ beyond a radius $R$, express $\mu_0$ through the zero-energy radial solution, and find how $\mu_0$ responds to a change of the potential and of the radius at which it is cut.

(b) Construct the exact Kohn–Sham (KS) potential $v_s$ of the helium ground state and find its $\mu_0$.

(c) Find $\mu_0$ for the true singlet and triplet $1sns$ series and account for their positions relative to the KS value.

(d) Take the self-consistent potential $v_{\rm LDA}$ of the local density approximation and graft a Coulomb tail onto it: $v=v_{\rm LDA}-\Delta$ for $r<r_0$ and $v=-1/r$ for $r>r_0$. Decide whether $\Delta$ and $r_0$ can be fixed uniquely, and compare $\mu_0$ with (b).

## First estimate by scaling

**The core.** Put both electrons in $\phi=(\zeta^3/\pi)^{1/2}e^{-\zeta r}$. By Gauss's law one such electron produces the potential $J(r)=1/r-(\zeta+1/r)e^{-2\zeta r}$. Its average over $\phi^2$ is

$$\langle J\rangle=\zeta-4\zeta^3\left[\frac{2\zeta}{(4\zeta)^3}+\frac{1}{(4\zeta)^2}\right]=\zeta-\frac{\zeta}{8}-\frac{\zeta}{4}=\frac{5\zeta}{8}.$$

The energy $\zeta^2-2Z\zeta+5\zeta/8$ is least at $\zeta=Z-5/16=27/16$.

**The KS defect.** An electron at zero energy sees charge 1 outside the core and charge 2 inside it. In the WKB approximation the extra phase is $\pi\mu_0=\int(k-k_0)\,dr$, with $k=\sqrt{-2v}$ and $k_0=\sqrt{2/r}$. The constant phase picked up at the origin of a Coulomb field does not depend on the charge, as the Bessel form in part (a) shows, so it cancels. Replace the screening electron by a shell of radius $r_c$, so that $v=-2/r+1/r_c$ inside and $-1/r$ outside. With $r=r_cs$ and $s=2\sin^2\theta$,

$$\int_0^{r_c}k\,dr=\sqrt{2r_c}\int_0^1\sqrt{\frac{2-s}{s}}\,ds=\sqrt{2r_c}\int_0^{\pi/4}4\cos^2\theta\,d\theta=\sqrt{2r_c}\left(\frac{\pi}{2}+1\right),$$

while $\int_0^{r_c}k_0\,dr=2\sqrt{2r_c}$. Hence

$$\mu_0\approx\frac{\pi/2-1}{\pi}\sqrt{2r_c}=0.182\sqrt{2r_c}.$$

In this approximation the defect grows as the square root of the core radius. The choice $1/r_c=\langle 1/r\rangle=\zeta$ gives $r_c=0.593$ bohr and $\mu_0\approx0.182\times1.089=0.20$. The choice $r_c=\langle r\rangle=3/(2\zeta)=0.889$ bohr gives $0.182\times1.333=0.24$. The phase accumulated across the core is only about $\sqrt{16r_c}\approx3$ radians, so WKB is marginal and the range 0.20 to 0.24 is all that can be claimed.

**The spin splitting.** Exchange with the core electron shifts the level $n$ by $\pm K_n$. A Rydberg orbital has core density $\tilde u^2/\nu^3$, where $\tilde u$ does not depend on $n$ and has WKB mean square $1/(\pi k_0)=\sqrt{2r}/(2\pi)$; both facts are derived in part (a). Since $dE/d\mu=-1/\nu^3$, the shift in the defect is $\mp\nu^3K_n$, finite as $n\to\infty$. Its size is $\tilde u^2$ times the radial core density $1/r_c$, times two lengths $r_c$, times the interaction $1/r_c$, which leaves $\tilde u^2(r_c)\approx1.089/(2\pi)=0.17$. Orthogonality to the core orbital makes the pair density change sign and lowers this. The estimate is a shift of order 0.1, downward for the singlet and upward for the triplet.

**The LDA.** For two electrons in one orbital the exact exchange potential is $-J$, with average $-5\zeta/8$. The LDA exchange potential is $-(3\rho/\pi)^{1/3}$ with $\rho=2\phi^2$, so it equals $-(6/\pi^2)^{1/3}\zeta e^{-2\zeta r/3}$. The average of the exponential is $4\zeta^3\cdot2/(8\zeta/3)^3=27/64$, which gives $-0.847\times0.422\,\zeta=-0.357\zeta$. At first order and with exchange only, the LDA potential is too shallow in the core by $(0.625-0.357)\zeta=0.45$ Ha. Deepening a potential by $\Delta$ inside $r_0$ raises the defect by $\Delta\int_0^{r_0}\tilde u^2dr\approx\Delta\sqrt2\,r_0^{3/2}/(3\pi)$, which is $0.45\times0.15\approx0.07$ for $r_0=1$ bohr. A tail grafted without a shift should therefore give a defect low by about 0.07, and a properly shifted graft should err by a fraction of that.

## Exact solution

### (a) The defect from the zero-energy solution

The radial function $u(r)$ obeys $u''=2(v-E)u$ with $u(0)=0$. For $v=-1/r$ and $E=0$ set $r=x^2/8$ and $u=xF(x)/2$. Then $d/dr=(4/x)\,d/dx$, and

$$u'=2\left(F_x+\frac Fx\right),\qquad u''=\frac8x\left(F_{xx}+\frac{F_x}{x}-\frac{F}{x^2}\right),\qquad \frac{2u}{r}=\frac{8F}{x}.$$

The equation $u''+2u/r=0$ becomes Bessel's equation of order one. The two solutions are

$$f=\frac x2J_1(x),\qquad g=\frac x2Y_1(x),\qquad f'=2J_0(x),\qquad g'=2Y_0(x),\qquad x=\sqrt{8r},$$

where the derivatives follow from $J_{1,x}+J_1/x=J_0$ and its analogue for $Y$. With $W(a,b)=ab'-a'b$ and the Bessel Wronskian $2/(\pi x)$, one finds $W(f,g)=(x^2/4)(4/x)\,2/(\pi x)=2/\pi$. Near the origin $f\to2r$ and $g\to-1/\pi$. For charge $Z$ the argument becomes $\sqrt{8Zr}=\int_0^rk\,dr$ and the asymptotic phase $x-3\pi/4$ keeps its constant, which is the fact used in the estimate.

Beyond $R$ the zero-energy solution of the actual potential is a combination of $f$ and $g$, written

$$u=A\,(f\cos\pi\mu-g\sin\pi\mu),\qquad A>0. \tag{1}$$

From $J_1\sim\sqrt{2/\pi x}\cos(x-3\pi/4)$ and $Y_1\sim\sqrt{2/\pi x}\sin(x-3\pi/4)$, the normalized solution $\tilde u=u/A$ tends to $\sqrt{x/2\pi}\,\cos(x-3\pi/4+\pi\mu)$. Its mean square is $x/(4\pi)=\sqrt{2r}/(2\pi)=1/(\pi k_0)$.

This $\mu$ is the limit of the level defects. At fixed $r$ the regular solution depends analytically on $E$, so for large $\nu$ it is close to (1) as long as the energy has not shifted its phase appreciably, which by the expansion below means $r\ll\nu^{4/3}$. The solution that decays beyond the outer turning point $r_t=2\nu^2$ has the WKB form $k^{-1/2}\cos(\int_r^{r_t}k\,dr-\pi/4)$ with $k=\sqrt{2/r-1/\nu^2}$. The substitution $r=2\nu^2\sin^2\theta$ gives $k=\cot\theta/\nu$ and $\int_0^{r_t}k\,dr=4\nu\int_0^{\pi/2}\cos^2\theta\,d\theta=\pi\nu$. Expanding $k\approx k_0-1/(2\nu^2k_0)$, the part from 0 to $r$ is $x-r^{3/2}/(3\sqrt2\,\nu^2)+\dots$, which is $x$ for $r\ll\nu^{4/3}$, so the decaying solution is $\cos(x+\pi/4-\pi\nu)$. In the window $1\ll r\ll\nu^{4/3}$ both forms hold, and a bound state requires the phases to agree modulo $\pi$: $\pi/4-\pi\nu=-3\pi/4+\pi\mu-m\pi$, so $\nu=\text{integer}-\mu$. The window widens without limit as $\nu\to\infty$, which makes the result exact in that limit.

Taking Wronskians of (1), $W(f,u)=-(2A/\pi)\sin\pi\mu$ and $W(g,u)=-(2A/\pi)\cos\pi\mu$. With $L=u'/u$ at $R$,

$$\tan\pi\mu_0=\frac{W(f,u)}{W(g,u)}=\frac{f'-Lf}{g'-Lg}\bigg|_{R}. \tag{2}$$

At finite $n$ the defect is fitted to the Ritz form $\mu_n=\mu_0+\mu_1E_n+\mu_2E_n^2$. The analyticity of the inner solution motivates it, but the truncation at second order is an assumption, tested below on each series. It fails if a second channel has a level near the series; in helium the doubly excited states lie far above the first threshold.

**Cutting the potential.** Let $\mu(r)$ be the defect of the potential equal to $v$ inside $r$ and to $-1/r$ outside. Matching value and slope at $r$ means $u=A\varphi$ and $u'=A\varphi_d$, with $c=\cos\pi\mu$, $s=\sin\pi\mu$, $\varphi=fc-gs$, $\varphi_d=f'c-g's$, and $A$, $\mu$ now functions of $r$. Define also $\chi=fs+gc$ and $\chi_d=f's+g'c$, so that $\partial\varphi/\partial\mu=-\pi\chi$ and $\partial\varphi_d/\partial\mu=-\pi\chi_d$. Differentiating $u=A\varphi$ and equating to $A\varphi_d$ gives

$$A'\varphi-\pi\mu'A\chi=0 .$$

Differentiating $u'=A\varphi_d$, using $f''=-2f/r$, $g''=-2g/r$ and $u''=2vu$, gives

$$A'\varphi_d-\pi\mu'A\chi_d=2\left(v+\frac1r\right)A\varphi .$$

Multiply the second by $\varphi$, the first by $\varphi_d$, and subtract. The terms in $A'$ cancel, and $\varphi\chi_d-\varphi_d\chi=W(f,g)(c^2+s^2)=2/\pi$. Therefore

$$\frac{d\mu}{dr}=-\left(v+\frac1r\right)\left(f\cos\pi\mu-g\sin\pi\mu\right)^2,\qquad\mu(0)=0. \tag{3}$$

A cut at $r=0$ is hydrogen, which fixes the initial value. Moving the cut outward deforms hydrogen continuously into $v$, and each level keeps its number of nodes, so (3) also selects the branch of (2) that matches the labelling by $n$.

**Two potentials.** Let $v_1,v_2$ both equal $-1/r$ beyond some radius. Then $\frac{d}{dr}W(\tilde u_1,\tilde u_2)=\tilde u_1\tilde u_2''-\tilde u_1''\tilde u_2=2(v_2-v_1)\tilde u_1\tilde u_2$. The Wronskian vanishes at the origin. Outside, (1) gives $W=(2/\pi)(s_1c_2-c_1s_2)=-(2/\pi)\sin\pi(\mu_2-\mu_1)$. Hence, exactly,

$$\sin\pi(\mu_2-\mu_1)=-\pi\int_0^\infty\tilde u_1\,(v_2-v_1)\,\tilde u_2\,dr. \tag{4}$$

At first order $\delta\mu_0=-\int\delta v\,\tilde u^2dr$. A level with unit-normalized $u_n$ moves by $\delta E_n=\int\delta v\,u_n^2dr$, and $\delta E_n=-\delta\mu_n/\nu_n^3$ when $n$ is large. The two statements agree for every short-ranged $\delta v$ only if $u_n^2\to\tilde u^2/\nu_n^3$ in the core, the second fact used in the estimate.

### (b) The exact Kohn–Sham potential

In a two-electron singlet both KS electrons occupy $\phi=\sqrt{\rho/2}$, so the KS equation can be solved for the potential:

$$v_s=\varepsilon+\frac{\nabla^2\sqrt\rho}{2\sqrt\rho}. \tag{5}$$

A second form comes from the Schrödinger equation for the spatial function $\Psi(\mathbf r_1,\mathbf r_2)$, real and normalized. Let $N(r_1)=\int\Psi^2d^3r_2=\rho/2$ and $\Psi=\sqrt N\,\Phi$. The conditional amplitude $\Phi$ obeys $\int\Phi^2d^3r_2=1$ for each $\mathbf r_1$. Differentiating this once gives $\int\Phi\nabla_1\Phi=0$, and twice gives $\int\Phi\nabla_1^2\Phi=-\int|\nabla_1\Phi|^2$. Multiply $H\Psi=E_0\Psi$ by $\Phi$ and integrate over $\mathbf r_2$. In $\nabla_1^2(\sqrt N\Phi)$ the cross term drops by the first identity and the last term is converted by the second. With $h_2=-\tfrac12\nabla_2^2-Z/r_2$, and adding $Z^2/2$ times $\sqrt N$ to both sides,

$$\left[-\tfrac12\nabla_1^2+v_s\right]\sqrt N=\left(E_0+\tfrac{Z^2}{2}\right)\sqrt N,$$

$$v_s=-\frac Zr+v_{\rm cond}+v_{\rm kin}+v_{N-1}, \tag{6}$$

$$v_{\rm cond}=\int\frac{\Phi^2}{r_{12}},\qquad v_{\rm kin}=\tfrac12\int|\nabla_1\Phi|^2,\qquad v_{N-1}=\int\Phi\,h_2\Phi+\frac{Z^2}{2}.$$

As $r_1\to\infty$, $\Phi$ tends to the He$^+$ ground state. Then $v_{\rm cond}\to1/r$ and the other two terms vanish, so $v_s\to-1/r$ and $\varepsilon=E_0+Z^2/2=-I$, minus the ionization energy. Forms (5) and (6) agree when $\Psi$ is an eigenfunction; for an approximate $\Psi$ their difference is the conditional average of the local energy minus $E_0$. Agreement is necessary but not sufficient: for the Hartree–Fock product with its own energy that average is constant and the two forms coincide. Form (6) needs only first derivatives, since $\int\Phi h_2\Phi=\int(\tfrac12|\nabla_2\Phi|^2-Z\Phi^2/r_2)$ and $\int|\nabla_1\Phi|^2=\int|\nabla_1\Psi|^2/N-(N'/2N)^2$.

**The wave function.** For total angular momentum zero, $\Psi$ depends on $r_1,r_2,r_{12}$. It is expanded in $e^{-ar_1-br_2-cr_{12}}\pm(1\leftrightarrow2)$, with the upper sign for singlets. From $r_{12}\,dr_{12}=r_1r_2\sin\theta\,d\theta$ the volume element is $8\pi^2r_1r_2r_{12}\,dr_1dr_2dr_{12}$ over the region where the three distances form a triangle. The variables $\xi=r_1+r_2-r_{12}$, $\eta=r_1+r_{12}-r_2$, $\tau=r_2+r_{12}-r_1$ each run independently from 0 to $\infty$. The inverse map is $r_1=(\xi+\eta)/2$, $r_2=(\xi+\tau)/2$, $r_{12}=(\eta+\tau)/2$, with Jacobian $1/4$. Thus

$$\int e^{-\alpha r_1-\beta r_2-\gamma r_{12}}dr_1dr_2dr_{12}=\frac14\cdot\frac{2}{\alpha+\beta}\cdot\frac{2}{\alpha+\gamma}\cdot\frac{2}{\beta+\gamma},$$

and the moment $I(l,m,n)$ with an extra factor $r_1^lr_2^mr_{12}^n$ follows by applying $(-\partial_\alpha)^l(-\partial_\beta)^m(-\partial_\gamma)^n$. For two exponentials $(a,b,c)$ and $(a',b',c')$, with $\alpha=a+a'$, $\beta=b+b'$, $\gamma=c+c'$ and the factor $8\pi^2$ dropped, the overlap is $I(1,1,1)$ and the potential energy is $-Z[I(0,1,1)+I(1,0,1)]+I(1,1,0)$. The gradient $\nabla_1$ brings down $-a\hat{\mathbf r}_1-c\hat{\mathbf r}_{12}$ and $\nabla_2$ brings down $-b\hat{\mathbf r}_2+c\hat{\mathbf r}_{12}$, where $\hat{\mathbf r}_{12}$ points from 2 to 1. The law of cosines gives $\hat{\mathbf r}_1\cdot\hat{\mathbf r}_{12}=(r_1^2+r_{12}^2-r_2^2)/(2r_1r_{12})$ and $-\hat{\mathbf r}_2\cdot\hat{\mathbf r}_{12}=(r_2^2+r_{12}^2-r_1^2)/(2r_2r_{12})$. Multiplying by $r_1r_2r_{12}$,

$$2T=(aa'+bb'+2cc')\,I(1,1,1)+\tfrac12(ac'+ca')\,[I(2,1,0)+I(0,1,2)-I(0,3,0)]$$
$$+\tfrac12(bc'+cb')\,[I(1,2,0)+I(1,0,2)-I(3,0,0)].$$

The exchange elements are the same with $a'$ and $b'$ swapped. The numerical check, followed by its output, diagonalizes $H$ with the exponents spread quasi-randomly over fixed intervals, discarding nearly dependent combinations. It finds $E_0=-2.9037244$ Ha, so $I=2.9037244-2=0.903724$ Ha $=24.592$ eV, and the virial ratio $-V/T$ is 2.0000000.

The integrals over $\mathbf r_2$ at fixed $r_1=r$ use $\lambda=r_2+r_{12}\in[r,\infty)$ and $m=r_2-r_{12}\in[-r,r]$. Since $d^3r_2=(2\pi/r)\,r_2r_{12}\,dr_2dr_{12}$ and the Jacobian is $1/2$, $d^3r_2=(\pi/r)\,r_2r_{12}\,d\lambda\,dm$. This weight cancels the factors $1/r_2$ and $1/r_{12}$, so Gauss–Legendre quadrature acts on smooth integrands. For (5) one needs also $\nabla^2\sqrt N/\sqrt N=\nabla^2N/(2N)-(N'/2N)^2$, with $\nabla^2N=2\int(|\nabla_1\Psi|^2+\Psi\nabla_1^2\Psi)$ and, by the chain rule with subscripts for derivatives with respect to $r_1$ and $r_{12}$,

$$\nabla_1^2\Psi=\Psi_{11}+\frac{2\Psi_1}{r_1}+\Psi_{33}+\frac{2\Psi_3}{r_{12}}+2\Psi_{13}\,\hat{\mathbf r}_1\cdot\hat{\mathbf r}_{12}.$$

At $r=0.9923$ bohr the terms of (6) add to $-2.0155+0.8445+0.0170+0.0611=-1.0929$ Ha. The two forms of $v_s$ differ by at most $1.8\times10^{-4}$ Ha between 0.2 and 4 bohr, and the density holds 1.99999 electrons inside 6 bohr. The radial equation is then diagonalized in finite elements (Lagrange polynomials of degree 10, box of 250 bohr), a scheme tested on hydrogen, whose defects vanish to $10^{-6}$. The lowest level of (6) is $-0.90372$ Ha, equal to $-I$, and twice its orbital squared is tested to reproduce $\rho$ to a relative $3\times10^{-3}$ over the same interval.

**The cut.** The values of $v_s+1/r$ are $-0.68393$, $-0.08249$, $-0.00033$, $-0.00003$ and $-0.00006$ Ha at $r=0.5$, 1, 2, 4 and 6 bohr. The potential is set to $-1/r$ beyond $R=6$ bohr, which neglects a power-law tail. At leading order in $1/r$ the far electron exerts a field $F=1/r^2$ on the ion, $\Phi$ follows it adiabatically, and $v_{\rm cond}+v_{N-1}$ becomes $1/r$ plus the second-order energy $-\alpha F^2/2$. For $Z=1$, writing the first-order function as $-F\kappa\psi_0$ with $\psi_0\propto e^{-r}$ turns the perturbation equation into $-\tfrac12\nabla^2\kappa+\partial_r\kappa=z$. The function $\kappa=z+zr/2$ solves it: $\nabla^2(zr)=4z/r$ gives $-\tfrac12\nabla^2\kappa=-z/r$, and $\partial_r\kappa=z/r+z$. The energy is $-F^2\langle z\kappa\rangle=-F^2(\langle r^2\rangle/3+\langle r^3\rangle/6)=-F^2(1+5/4)$, so $\alpha=9/2$. Lengths scale as $1/Z$ and energies as $Z^2$, so $\alpha=9/(2Z^4)$ and the tail is $-9/(64r^4)$. By the first-order form of (4) this tail beyond $R$ would add $1.8\times10^{-4}$ to $\mu_0$. That number is a size and neither a value nor a strict bound: at 6 bohr the formula gives $-0.00011$ Ha where the computed potential has $-0.00006$ Ha, and at 4 bohr it gives $-0.00055$ Ha where the computed potential has $-0.00003$ Ha. The second gap is about three times the largest difference between the two forms of $v_s$, $1.8\times10^{-4}$ Ha, so the leading term does not yet describe the potential at 4 bohr. At 6 bohr it is still too large in size.

**The defect.** Integration at $E=0$ gives $L=0.91007$ bohr$^{-1}$ at $R$, where $f=-0.09130$, $g=-1.05013$, $f'=0.59793$, $g'=-0.09541$. As a check, $fg'-f'g=0.00871+0.62790=0.63661$, against $2/\pi=0.63662$. Equation (2) gives

$$\tan\pi\mu_0=\frac{0.59793+0.91007\times0.09130}{-0.09541+0.91007\times1.05013}=\frac{0.68102}{0.86028}=0.79163,\qquad\mu_0^{\rm KS}=0.2131 .$$

The diagonalized levels give $\mu_n=0.2195,\,0.2157,\,0.2145,\,0.2140,\,0.2137,\,0.2136$ for $n=2$ to 7, and the Ritz fit to $n=3$–7 extrapolates to 0.2131. For this and every one-electron potential below, the program tests that (2) and (3) agree to $10^{-6}$ and that the Ritz limit agrees with them to $10^{-4}$. The inverted potential (5) cut at 4 bohr also gives 0.2131. With the neglected tail the result is $\mu_0^{\rm KS}=0.213$, the fourth decimal being uncertain by about two units.

Equation (3) shows where the defect is made. The values of $\mu(r)$ are 0.0902, 0.1838, 0.2129, 0.2134 and 0.2131 at $r=0.25$, 0.5, 1, 2 and 4 bohr, so 86% of $\mu_0$ arises inside 0.5 bohr. The fall between 2 and 4 bohr implies through (3) that $v_s+1/r$ is positive somewhere in that interval, although it is negative at both ends.

The defect has been expressed through the zero-energy solution, and the exact Kohn–Sham potential of helium gives $\mu_0^{\rm KS}=0.213$, most of it arising inside 0.5 bohr. It remains to find the defects of the true singlet and triplet series and to compare the grafted LDA potential with the exact KS value.
